# Magnetron racetrack width from the electron gyroradius, with its first correction

## Definitions and conventions

A planar magnetron has a flat cathode, the sputtering target, with magnetic field lines arching over it. The target erodes in a closed groove under the arches, the racetrack. Let \(x\) run across the groove, \(y\) along it, and \(z\) upward from the cathode at \(z=0\). The midline \(x=0\) is where the field is parallel to the cathode. The fields do not depend on \(y\).

The symbols are:

- \(e>0\), the elementary charge, and \(m\), the electron mass; the electron has charge \(-e\);
- \(V\), the voltage across the cathode sheath, and \(E=eV\), the energy an electron gains there;
- \(v=\sqrt{2E/m}\), the speed after the sheath;
- \(B\), the magnetic field strength, and \(R\), the curvature radius of the field line at its top;
- \(r=mv/(eB)\), the gyroradius for motion perpendicular to the field;
- \(w\), the full width of the track, measured on the cathode.

Equations are in SI units. The expansion parameter is

\[
\varepsilon=\frac{r}{R}.
\]

Electrons leave the cathode at rest, and collisions are ignored during one hop. The sheath, of thickness \(s\), carries the whole voltage and is thinner than \(r\).

## The trapping height

Take first a uniform field \(B\) along \(x\) and an electron born on the midline. The magnetic force is \(-e\,\mathbf v\times\mathbf B\), and the \(y\) component of \(\mathbf v\times\mathbf B\) is \(v_zB\). Hence

\[
m\frac{dv_y}{dt}=-eB\frac{dz}{dt}
\quad\Longrightarrow\quad
v_y=-\frac{eB}{m}z ,
\]

where the constant vanishes because the electron starts at rest at \(z=0\). The sheath field points along \(z\), so it does not enter this equation.

At the top of the hop \(v_z=0\). There is no force along \(x\), so \(v_x=0\), and all the kinetic energy is in \(v_y\). Above the sheath the speed is \(v\), so \(|v_y|=v\) and the height is

\[
h=\frac{mv}{eB}=r .
\]

The sheath thickness has dropped out, provided the electron gets through the sheath. To find when it does, let the sheath field fall linearly to zero at \(z=s\). The potential gained is then \(V(2z/s-z^2/s^2)\), and energy conservation gives

\[
\frac{v_z^2}{v^2}=\frac{2z}{s}-\frac{z^2}{s^2}-\frac{z^2}{r^2}.
\]

Besides \(z=0\), this vanishes at

\[
z=\frac{2/s}{1/s^2+1/r^2}=\frac{2sr^2}{r^2+s^2}.
\]

The turning point lies inside the sheath if \(2r^2<r^2+s^2\), that is, if \(s>r\). For \(s=2r\) it is at \(4r^3/(5r^2)=0.8\,r\), and a numerically integrated orbit gives the same 0.800. For \(s<r\) the electron leaves the sheath and \(h=r\) holds.

## From height to width

The model now needs an assumption: hot electrons fill the arch below the field line whose top is at height \(h=r\), and they ionize the gas there. This does not follow from the midline orbit, which stays at \(x=0\). Electrons born off the midline do move along the arch, because a field line is tilted where it meets the cathode, and an electron leaving vertically has a velocity component along it. Scattering also produces such motion. The sheath turns electrons back at both ends if they were emitted at rest or have lost energy since; one that still carries its emission energy can reach the cathode again.

The ions fall to the cathode below their place of birth. The magnetic force on an ion moving straight down points along \(y\), so to first order it does not widen the track. Sideways electric fields and the initial sideways motion of the ions are neglected.

Let the limiting field line be a circle of radius \(R\). Its centre is a depth \(R-h\) below the cathode, and it meets the cathode at \(x=\pm w/2\):

\[
\left(\frac w2\right)^2+(R-h)^2=R^2
\quad\Longrightarrow\quad
\left(\frac w2\right)^2=2Rh-h^2 .
\]

With \(h=r=\varepsilon R\),

\[
w=2R\sqrt{2\varepsilon-\varepsilon^2}
=2R\sqrt{2\varepsilon}\,\sqrt{1-\frac{\varepsilon}{2}} .
\]

The leading term for small \(\varepsilon\) is

\[
w_0=2R\sqrt{2\varepsilon}=2\sqrt{2Rr},
\]

and \(\sqrt{1-u}=1-u/2+O(u^2)\) with \(u=\varepsilon/2\) gives the first correction:

\[
w=w_0\left[1-\frac{\varepsilon}{4}+O(\varepsilon^2)\right].
\]

The width is much larger than the height because a shallow arch is long: \(w_0/h=2\sqrt{2/\varepsilon}\). In the opposite limit, \(h\to R\), the chord reaches the diameter \(2R\), and the small-\(\varepsilon\) formula no longer applies.

Since \(r\propto\sqrt E/B\), the leading width scales as

\[
w_0\propto E^{1/4}B^{-1/2}R^{1/2}.
\]

## The first correction depends on the field

The coefficient \(-1/4\) combines a curved line with a hop computed in a uniform field. A consistent first correction must include the change of field strength over the hop.

**Concentric field.** Let the lines be circles about an axis at depth \(d=R-r\), and let \(\rho\) be the distance from that axis. In vacuum the strength is \(BR/\rho\), with \(B\) the value at \(\rho=R\). The components are \(B_x=BR(z+d)/\rho^2\) and \(B_z=-BRx/\rho^2\), so

\[
m\frac{dv_y}{dt}=-e(v_zB_x-v_xB_z)
=-eBR\,\frac{(z+d)v_z+xv_x}{\rho^2}
=-eBR\,\frac{d\ln\rho}{dt}.
\]

With \(eBR/m=v/\varepsilon\) and birth at rest at \(\rho=\rho_b\),

\[
v_y=-\frac{v}{\varepsilon}\ln\frac{\rho}{\rho_b}.
\]

On the midline \(\rho_b=d\), and the top, where \(|v_y|=v\), is at \(\rho=d\,e^{\varepsilon}\). The height is

\[
h=d(e^\varepsilon-1)=R(1-\varepsilon)\left(\varepsilon+\frac{\varepsilon^2}{2}+\dots\right)
=r\left(1-\frac{\varepsilon}{2}+\dots\right),
\]

and the line through that top has the width

\[
w=2\sqrt{d^2e^{2\varepsilon}-d^2}=2d\sqrt{e^{2\varepsilon}-1}.
\]

Here \(e^{2\varepsilon}-1=2\varepsilon(1+\varepsilon+\dots)\), whose root is \(\sqrt{2\varepsilon}\,(1+\varepsilon/2+\dots)\). Therefore

\[
w=2R(1-\varepsilon)\sqrt{2\varepsilon}\left(1+\frac{\varepsilon}{2}+\dots\right)
=w_0\left(1-\frac{\varepsilon}{2}+\dots\right).
\]

**Arcade field.** A periodic magnet array gives the vacuum field \(B_x=B\cos(x/R)\,e^{-z/R}\), \(B_z=-B\sin(x/R)\,e^{-z/R}\), with \(B\) now the value on the cathode at the midline. A field line obeys

\[
\frac{dz}{dx}=\frac{B_z}{B_x}=-\tan\frac xR
\quad\Longrightarrow\quad
z=h+R\ln\cos\frac xR .
\]

At the top \(d^2z/dx^2=-1/R\), so the curvature radius there is \(R\). The line lands where \(\cos(w/2R)=e^{-h/R}\). On the midline \(m\,dv_y/dt=-eBe^{-z/R}\,dz/dt\), which integrates to

\[
v_y=-\frac{v}{\varepsilon}\left(1-e^{-z/R}\right).
\]

At the top \(|v_y|=v\), so \(e^{-h/R}=1-\varepsilon\), and

\[
1-\cos\frac{w}{2R}=2\sin^2\frac{w}{4R}=\varepsilon
\quad\Longrightarrow\quad
w=4R\arcsin\sqrt{\frac{\varepsilon}{2}} .
\]

Using \(\arcsin u=u+u^3/6+\dots\),

\[
w=4R\sqrt{\frac{\varepsilon}{2}}\left(1+\frac{\varepsilon}{12}+\dots\right)
=w_0\left(1+\frac{\varepsilon}{12}+\dots\right).
\]

The two fields share the leading term, but the corrections have opposite signs. The signs differ only because \(B\) is specified at the top of the arch in the first case and on the cathode in the second. In the arcade field the strength at the top is \(Be^{-h/R}=B(1-\varepsilon)\). Taking the gyroradius there raises \(w_0\) by a factor \(1+\varepsilon/2\), to first order, so the correction becomes \(\varepsilon/12-\varepsilon/2=-5\varepsilon/12\), close to the concentric \(-\varepsilon/2\). In both fields the gyroradius and the curvature radius at the top fix the leading width, while the first correction needs the field map.

## Numbers for an argon magnetron

Take \(E=500\) eV, \(B=200\) gauss (0.0200 T) and \(R=4.0\) cm. The speed is \(1.326\times10^{9}\) cm/s. Since \(mv^2=2eV\), the gyroradius can be written \(r=2V/(vB)\):

\[
r=\frac{2\times500\ \text{V}}{(1.326\times10^{7}\ \text{m/s})(0.0200\ \text{T})}
=3.77\times10^{-3}\ \text{m}=0.377\ \text{cm}.
\]

An orbit integrated from rest through a finite sheath in a uniform field also rises to 0.377 cm. The leading width is

\[
w_0=2\sqrt{2\times4.0\times0.377}\ \text{cm}=3.47\ \text{cm}\quad(1.37\ \text{inch}),
\]

or about 3.5 cm.

The expansion parameter is \(\varepsilon=0.377/4.0=0.094\). The correction \(-\varepsilon/4\) is \(-2.4\) percent of \(w_0\) and gives 3.39 cm, which is also the width found by tracing the circular line numerically. In the concentric field with its gradient, \(-\varepsilon/2\) gives 3.31 cm; the numerical orbit and trace give 3.30 cm, with a hop of 0.358 cm. In the arcade field \(+\varepsilon/12\) gives 3.50 cm. An arcade line with its top held at 0.377 cm was traced to a width of 3.42 cm. These values lie within about 5 percent of \(w_0\), so a second decimal has no meaning for a real target.

The scaling was tested with the circular line, a uniform field for the hop and a fixed sheath thickness. Raising the energy by a factor of 16, up to 500 eV, widens the track by 1.964, where the leading law gives 2. Lowering the field from 800 to 200 gauss gives the same factor. Raising \(R\) fourfold gives 2.037. The first correction accounts for these departures: \(2(1-\varepsilon/4)/(1-\varepsilon/16)\approx2(1-3\varepsilon/16)=1.965\), and its counterpart for \(R\) is \(2(1+3\varepsilon/16)=2.035\).

## How sharp is the edge?

The speed never exceeds \(v\), so the concentric-field result for \(v_y\) gives \(|\ln(\rho/\rho_b)|\le\varepsilon\) for any collisionless electron, wherever it is born. One born at the edge of the chord has \(\rho_b=R\) and can reach at most \(\rho=Re^{\varepsilon}\). Since \(z\ge0\), its sideways range is bounded by

\[
2|x|\le2\sqrt{R^2e^{2\varepsilon}-d^2}
\approx2R\sqrt{(1+2\varepsilon)-(1-2\varepsilon)}=4R\sqrt{\varepsilon}=\sqrt2\,w_0 .
\]

Without the expansion the bound is 4.98 cm. One such orbit, followed for 200 ns, rose to 0.67 cm and reached \(2|x|=4.07\) cm. It spent 80 percent of its time inside the 3.39 cm chord. These figures depend irregularly on the sheath: for thicknesses from 0.035 to 0.25 cm the reach \(2|x|\) ranges from about 3.5 to 4.2 cm and the time inside the chord from about 79 to 91 percent, while the height stays between 0.65 and 0.71 cm. The orbit omits collisions, although its path is several ionization mean free paths long.

Collisionless orbits alone do not fix the width. An electron born inside the chord swings back and forth across the midline, so the ions it makes land, on average, closer to the midline than its own birthplace. If those ions release the next electrons, the track narrows from one generation to the next. For the track to keep a steady, finite width, something left out here, such as scattering, must oppose this narrowing. The chord is therefore a scale for the width under the assumption that the arch is filled, and not a predicted edge.

## Conditions in a real device

A few hundred volts, a few hundred gauss and a few mTorr of argon are typical of magnetron sputtering, and the example lies in that range. With a rough ion current density of 20 mA/cm², the collisionless space-charge-limited sheath is 0.070 cm thick, well below \(r\). At 5 mTorr and 300 K the gas density is \(1.61\times10^{14}\) cm⁻³. A rough ionization cross-section of \(1.5\times10^{-16}\) cm² then gives a mean free path of 41 cm, against \(\pi r=1.18\) cm for one hop. An electron needs about 35 hops per ionization, which is why trapping matters. That count assumes the electron survives so long. Real secondary electrons are emitted with a few eV, not at rest, and on the midline the equations above return such an electron to the cathode after one hop with its emission speed, where it can be recaptured. In the concentric field, with 3 eV emission spread across the chord and no collisions, about 85 percent of the electrons return to the cathode within one ionization mean free path. In a real discharge, a collision before the return or a reflection at the surface is what lets an electron stay trapped; recapture is not included in this model. The argon ion gyroradius is 102 cm at 500 eV and 4.5 cm at 1 eV, both large compared with the height fallen. Relativity changes \(r\) by 0.024 percent.

One assumption that is plainly broken is that every electron has the full 500 eV. Electrons lose energy in collisions, and part of the discharge voltage may fall outside the sheath. At 250 eV, with \(B\) and \(R\) fixed, the leading width is 2.92 cm, a reduction of 16 percent. The field also varies over the target and between designs: 300 gauss at 500 eV and the same \(R\) gives 2.84 cm. These shifts exceed the first correction in \(\varepsilon\), so little is lost by leaving that correction out. The leading formula is a rough estimate for \(s<r\ll R\) and a mean free path much longer than a hop, and it rests on the assumption that hot electrons fill the arch up to the height \(r\). It has not been compared here with a measured track width. The full numerical output follows.

## Calculated quantities

```
Electron energy: 500 eV
Magnetic field: 200 gauss
Curvature radius: 4.0 cm
Electron speed: 1.326e+09 cm/s
Gyroradius: 0.377 cm
Hop height from orbit: 0.377 cm
Width, leading formula: 3.47 cm
Width, leading formula: 1.37 inch
Width, full chord: 3.39 cm
Width, orbit and traced circular line: 3.39 cm
Width, traced arcade line: 3.42 cm
Width ratio for 16 times the energy: 1.964 (no unit)
Width ratio for 1/4 of the field: 1.964 (4B to B)
Width ratio for 4 times the curvature radius: 2.037 (no unit)
Hop height with field gradient: 0.358 cm
Width with field gradient: 3.30 cm
Ion current density, rough: 20 mA/cm2
Sheath thickness: 0.070 cm
Hop height / gyroradius, sheath of 2 gyroradii: 0.800 (no unit)
Edge-born electron, followed for: 200 ns
Edge-born electron, greatest height: 0.67 cm
Edge-born electron, twice greatest |x|: 4.07 cm
Edge-born electron, upper bound on that width: 4.98 cm
Edge-born electron, time inside chord width: 80 percent
Relativistic change of gyroradius: 0.024 percent
Argon ion gyroradius at 500 eV: 102 cm
Argon ion gyroradius at 1 eV: 4.5 cm
Gas pressure, rough: 5 mTorr
Gas temperature, rough: 300 K
Ionization cross-section, rough: 1.5e-16 cm2
Gas density: 1.61e+14 cm-3
Ionization mean free path: 41 cm
Path of one hop (half circle): 1.18 cm
Hops per ionization: 35 (no unit)
Leading width at 250 eV: 2.92 cm
Leading width at 300 gauss: 2.84 cm
```
